# The closed contour with an imaginary branch and the Langreth rules

## A two-site electron and a single time direction

One electron on two sites starts in the bonding state $|\Phi\rangle=(1,1)/\sqrt2$. A short kick raises site 1 and lowers site 2, so strongly that hopping can be neglected while it acts. Its effect is $K=\mathrm{diag}(e^{-i\alpha},e^{i\alpha})$. We measure the occupation $n_1$ right after it, and a second, equal kick follows at once, before hopping can act.

The average after the first kick uses $K$ and its adjoint:

$$\langle\Phi|K^\dagger n_1K|\Phi\rangle=\tfrac12 .$$

Equilibrium perturbation theory at zero temperature uses a different object, in which time runs forward throughout. It continues through the second kick and divides by the total amplitude:

$$\frac{\langle\Phi|K\,n_1K|\Phi\rangle}{\langle\Phi|KK|\Phi\rangle}
=\frac{\tfrac12e^{-2i\alpha}}{\cos2\alpha}=\frac12-\frac i2\tan2\alpha .$$

This is not even real unless $\alpha$ is a multiple of $\pi/2$, where $KK=\pm1$ and the ratio equals $\tfrac12$; it diverges where $\cos2\alpha=0$. The adjoint $K^\dagger$ is evolution backward in time, and the forward expression has replaced it by more forward evolution.

That replacement is sometimes allowed. Set $\hbar=1$ and let $U(t,t')$ be the evolution operator. Suppose the whole drive returns the state to itself up to a phase, $U(T,0)|\Phi\rangle=e^{i\gamma}|\Phi\rangle$. The adjoint relation is $\langle\Phi|U(0,T)=e^{-i\gamma}\langle\Phi|$, so

$$\langle\Phi|U(0,t)\,O\,U(t,0)|\Phi\rangle
=\langle\Phi|U(0,T)U(T,t)\,O\,U(t,0)|\Phi\rangle
=\frac{\langle\Phi|U(T,t)\,O\,U(t,0)|\Phi\rangle}{\langle\Phi|U(T,0)|\Phi\rangle},$$

because the denominator equals $e^{i\gamma}$.

A Gaussian pulse $e^{-(t/w)^2}$ shows both situations. Take hopping 0.5 eV and a peak energy difference of 1 eV between the sites.

- For $w=20$ fs the return amplitude has modulus 1.000000, and both expressions give $n_1=0.1463$ at the pulse centre.
- For $w=1$ fs the modulus is 0.854. The true occupation is 0.148, while the forward expression gives $0.017-0.173i$.

## The contour for a general average

Let the initial state be $\rho=e^{-\beta H^M}/Z$, with $Z=\mathrm{Tr}\,e^{-\beta H^M}$ and $H^M=H_{\rm before}-\mu N$. Here $N$ commutes with $H_{\rm before}$, and $\beta=1/kT$. For $t>0$ the Hamiltonian is $H(t)$. Then

$$\langle O(t)\rangle=\frac1Z\mathrm{Tr}\left[e^{-\beta H^M}\,U(0,t)\,O\,U(t,0)\right].$$

Read from right to left, the factors are forward evolution, the observable, backward evolution and the thermal weight. The last is also an evolution, along imaginary time: with $z=-i\tau$ and $dz=-i\,d\tau$,

$$\exp\left(-i\int_0^{-i\beta}dz\,H^M\right)=e^{-\beta H^M}.$$

Let $C$ run from $0$ to $T\ge t$, back to $0$, and down to $-i\beta$. The Hamiltonian on the last piece is $H^M$. Let $T_C$ place operators that are later along $C$ further to the left, with a minus sign for each exchange of fermion operators. Then

$$\boxed{\langle O(t)\rangle=\frac{\mathrm{Tr}\left[T_C\,e^{-i\int_CH(z)dz}\,O(t)\right]}{\mathrm{Tr}\left[T_C\,e^{-i\int_CH(z)dz}\right]}}$$

The time argument of $O$ inside $T_C$ marks its position. Without $O$, the horizontal branches give $U(0,T)U(T,0)=1$, so the denominator is $Z$. The excursion from $t$ to $T$ and back gives $U(t,T)U(T,t)=1$. The value of $T$ is therefore arbitrary, and $O$ may sit on either horizontal branch.

## What the imaginary branch contributes

If $\rho$ is known and can be used directly, the vertical branch is just a way of writing it. It becomes useful when we expand about a simpler Hamiltonian than the one that fixed $\rho$, because the thermal weight can then be expanded together with the evolution. Let

$$H^M=H_0^M+\lambda W,\qquad H(t)=H_0(t)+\lambda W .$$

Under $T_C$ the exponent may be expanded as if operators commuted. The first-order term in the numerator is $-i\lambda\int_Cdz\,W(z)$, inserted in the unperturbed trace. All averages below are unperturbed, with Heisenberg operators of $H_0$; on the vertical branch $W(-i\tau)=e^{\tau H_0^M}We^{-\tau H_0^M}$.

- Forward branch: $W$ is earlier than $O$, giving $-i\int_0^tdt'\langle O(t)W(t')\rangle$.
- Backward branch: $W$ is later and $dz=-dt'$, giving $+i\int_0^tdt'\langle W(t')O(t)\rangle$.
- Vertical branch: $-i\,dz=-d\tau$, giving $-\int_0^\beta d\tau\langle W(-i\tau)O(t)\rangle$.

The horizontal pieces beyond $t$ cancel. In the denominator both horizontal branches cancel and the vertical one gives $-\beta\langle W\rangle$. Differentiating the quotient,

$$\frac{d\langle O(t)\rangle}{d\lambda}\bigg|_{0}=-i\int_0^tdt'\langle[O(t),W(t')]\rangle-\int_0^\beta d\tau\Big(\langle W(-i\tau)O(t)\rangle-\langle W\rangle\langle O(t)\rangle\Big).$$

The first term is the response to an interaction switched on at $t=0$. The second is the change that the interaction had already made in the initial state.

For a numerical case, take two sites with spin, hopping 0.5 eV and $kT=0.1$ eV. The ensemble is grand canonical with $\mu=0$, and $n_1$ is summed over spin. The site energies are $\mp0.5$ eV before and $\pm0.5$ eV after $t=0$, so the energy of site 1 minus that of site 2 jumps from $-1$ to $+1$ eV, and $\lambda W$ is an on-site repulsion $U\sum_in_{i\uparrow}n_{i\downarrow}$. At $t=2$ fs,

$$\frac{dn_1}{dU}=-0.1043-0.2564=-0.3607\ \mathrm{eV}^{-1}.$$

Differentiating the full many-body average gives $-0.3607$ eV$^{-1}$ if $U$ is present from the start, and $-0.1043$ eV$^{-1}$ if it acts from $t=0$ on. Dropping the vertical branch thus answers a different physical question. It is justified if the initial state is that of the unperturbed Hamiltonian, or at times when the vertical term has decayed for the observable in question. That decay is not guaranteed. For a conserved quantity such as $N$ the commutator term vanishes and the vertical term is constant in time. An interaction acting on every site changes the conserved particle number and energy per site, so its vertical term can persist in local densities even in a large system.

## Contour functions and their components

Consider functions of the form

$$k(z,z')=k^\delta(z)\,\delta(z,z')+\theta(z,z')\,k^>(z,z')+\theta(z',z)\,k^<(z,z'),$$

where $\theta(z,z')=1$ if $z$ is later on $C$ than $z'$, and $\int_Cdz'\,\delta(z,z')f(z')=f(z)$. We assume that $k^\delta$ and $k^\gtrless$ have the same values on both horizontal branches. The rules below fail if they do not, for instance if a source field differs between the branches.

With $\Delta k=k^>-k^<$, the components are

$$k^R(t,t')=k^\delta(t)\delta(t-t')+\theta(t-t')\Delta k(t,t'),$$
$$k^A(t,t')=k^\delta(t)\delta(t-t')-\theta(t'-t)\Delta k(t,t'),$$
$$k^\rceil(t,\tau)=k(t,-i\tau),\quad k^\lceil(\tau,t)=k(-i\tau,t),\quad k^M(\tau,\tau')=k(-i\tau,-i\tau').$$

Every vertical point is later than every horizontal one, so $k^\rceil$ is a lesser function and $k^\lceil$ a greater one.

The Green's function is $G_{ij}(z,z')=-i\langle T_C\,c_i(z)c_j^\dagger(z')\rangle$, hence

$$G^>_{ij}=-i\langle c_i(z)c_j^\dagger(z')\rangle,\qquad G^<_{ij}=+i\langle c_j^\dagger(z')c_i(z)\rangle .$$

Its boundary condition follows from the trace. The point $-i\beta$ is the last on $C$, and $c^\dagger(-i\beta)=e^{\beta H^M}c^\dagger e^{-\beta H^M}$, so

$$G(z,-i\beta)=\frac iZ\mathrm{Tr}\left[c^\dagger e^{-\beta H^M}c(z)\right]=i\langle c(z)c^\dagger(0)\rangle=-G(z,0).$$

For independent electrons the components are explicit. Let $h$ be the initial one-particle matrix measured from $\mu$, $f=(e^{\beta h}+1)^{-1}$, and $u(t)$ the one-particle evolution matrix. Since $c_i(t)=\sum_ku_{ik}(t)c_k$ and $\langle c_l^\dagger c_k\rangle=f_{kl}$,

$$G^<(t,t')=iu(t)fu^\dagger(t'),\qquad G^>(t,t')=-iu(t)(1-f)u^\dagger(t'),$$
$$G^\rceil(t,\tau)=iu(t)fe^{\tau h},\qquad G^\lceil(\tau,t)=-ie^{-\tau h}(1-f)u^\dagger(t).$$

In code, $fe^{\tau h}$ and $e^{-\tau h}(1-f)$ should be formed in the eigenbasis of $h$. There each factor lies between 0 and 1 for $0\le\tau\le\beta$, and no large numbers have to cancel.

## Convolutions

Let $c(z,z')=\int_Cd\bar z\,a(z,\bar z)\,b(\bar z,z')$, and write

$$p\cdot q=\int_0^\infty d\bar t\,p(\bar t)q(\bar t),\qquad p\star q=-i\int_0^\beta d\bar\tau\,p(\bar\tau)q(\bar\tau).$$

Take regular $a$ and $b$ first.

**Greater component.** Put $z=t$ on the backward branch and $z'=t'$ on the forward branch, so that $z$ is later. The integration point $\bar z$ passes through four stretches.

1. From $0$ to $t'$ it is earlier than both points: $a^>b^<$.
2. From $t'$ through $T$ back to $t$ it lies between them: $a^>b^>$. The part beyond $t$ cancels and $\int_{t'}^{t}$ remains.
3. From $t$ back to $0$ it is later than both: $a^<b^>$, with a minus sign from the direction.
4. On the vertical branch the integrand is $a^\rceil b^\lceil$.

Splitting $\int_{t'}^t=\int_0^t-\int_0^{t'}$ gives

$$c^>(t,t')=\int_0^td\bar t\,(a^>-a^<)\,b^>+\int_0^{t'}d\bar t\,a^>(b^<-b^>)+a^\rceil\star b^\lceil .$$

The first bracket with its limit is $a^R(t,\bar t)$. The second is $b^A(\bar t,t')=-\theta(t'-\bar t)\Delta b(\bar t,t')$.

**Lesser component.** Now $z=t$ is on the forward branch and $z'=t'$ on the backward branch. The three horizontal stretches give

$$\int_0^ta^>b^<+\int_t^{t'}a^<b^<-\int_0^{t'}a^<b^>
=\int_0^t(a^>-a^<)b^<+\int_0^{t'}a^<(b^<-b^>).$$

Both cases have the same form:

$$\boxed{c^\gtrless=a^R\cdot b^\gtrless+a^\gtrless\cdot b^A+a^\rceil\star b^\lceil}$$

**Retarded and advanced components.** In $\Delta c=c^>-c^<$ the vertical terms cancel, leaving

$$\Delta c(t,t')=\int_0^td\bar t\,\Delta a\,\Delta b-\int_0^{t'}d\bar t\,\Delta a\,\Delta b=\int_{t'}^{t}d\bar t\,\Delta a(t,\bar t)\,\Delta b(\bar t,t').$$

For $t>t'$ this is $c^R$, and the limits are those imposed by the step functions in $a^R\cdot b^R$. For $t<t'$, $c^A=-\Delta c=\int_t^{t'}\Delta a\,\Delta b$, which is $a^A\cdot b^A$ because the two minus signs multiply to plus. Thus

$$\boxed{c^R=a^R\cdot b^R,\qquad c^A=a^A\cdot b^A}$$

Initial correlations do not enter these two rules explicitly. They can still enter through $a^R$ and $b^R$ themselves, for example through an interacting self-energy.

**Vertical arguments.** For $z=t$ and $z'=-i\tau$, the function $b(\bar z,z')$ equals $b^\rceil$ on both horizontal branches. With $t$ on the forward branch, the horizontal part is

$$\int_0^ta^>b^\rceil+\int_t^0a^<b^\rceil=\int_0^t(a^>-a^<)b^\rceil=a^R\cdot b^\rceil .$$

For $z=-i\tau$ and $z'=t$ it is

$$\int_0^ta^\lceil b^<+\int_t^0a^\lceil b^>=\int_0^ta^\lceil(b^<-b^>)=a^\lceil\cdot b^A .$$

For two vertical arguments the integrand $a^\lceil b^\rceil$ is equal on both horizontal branches and cancels. Adding the vertical integrals,

$$\boxed{c^\rceil=a^R\cdot b^\rceil+a^\rceil\star b^M,\quad c^\lceil=a^\lceil\cdot b^A+a^M\star b^\lceil,\quad c^M=a^M\star b^M}$$

The integrands with $k^M$ may jump where $\bar\tau$ meets an external argument, so a quadrature should be split there.

**Singular parts.** By definition, $a^\delta\delta$ contributes $a^\delta(z)b(z,z')$, and $b^\delta\delta$ contributes $a(z,z')b^\delta(z')$. On the horizontal branches the delta terms in $k^R$ and $k^A$ reproduce this: $a^R\cdot b^\gtrless$ contains $a^\delta(t)b^\gtrless(t,t')$, and $a^\gtrless\cdot b^A$ contains $a^\gtrless(t,t')b^\delta(t')$. On the vertical branch $dz=-i\,d\tau$ requires $\delta(z,z')=i\delta(\tau-\tau')$, and $\star$ supplies $-i\cdot i=1$. The boxed rules therefore hold with singular parts included.

## Products

A product has no internal integration, so its components follow from the order of the two points. We take regular functions. A delta multiplied by a function that jumps at equal times has no definite value without a further prescription.

For $c(z,z')=a(z,z')\,b(z,z')$ we have $c^\gtrless=a^\gtrless b^\gtrless$. Adding and subtracting $a^>b^<$,

$$a^>b^>-a^<b^<=(a^>-a^<)b^<+a^>(b^>-b^<),$$

and multiplying by $\theta(t-t')$ gives

$$\boxed{c^R=a^Rb^<+a^>b^R}$$

For $c(z,z')=a(z,z')\,b(z',z)$ the arguments of $b$ are exchanged, and so is their order:

$$c^>(t,t')=a^>(t,t')b^<(t',t),\qquad c^<(t,t')=a^<(t,t')b^>(t',t).$$

For $t>t'$, subtract and add $a^<b^<$:

$$a^>b^<-a^<b^>=(a^>-a^<)b^<+a^<(b^<-b^>).$$

Here $b^<(t',t)-b^>(t',t)=b^A(t',t)$, because $t'$ is the earlier time. Therefore

$$\boxed{c^R(t,t')=a^R(t,t')b^<(t',t)+a^<(t,t')b^A(t',t)}$$

The advanced components follow in the same way, with $\theta(t'-t)$ and a minus sign. They are $c^A=a^Ab^<+a^>b^A$ for the first kind of product and $c^A(t,t')=a^A(t,t')b^<(t',t)+a^<(t,t')b^R(t',t)$ for the second. Components with at least one vertical argument multiply pointwise. In the first case $c^\rceil=a^\rceil b^\rceil$, $c^\lceil=a^\lceil b^\lceil$ and $c^M=a^Mb^M$. In the second, $c^\rceil(t,\tau)=a^\rceil(t,\tau)b^\lceil(\tau,t)$, $c^\lceil(\tau,t)=a^\lceil(\tau,t)b^\rceil(t,\tau)$ and $c^M(\tau,\tau')=a^M(\tau,\tau')b^M(\tau',\tau)$.

The density response of independent electrons is of the second kind. For one spin and $z$ later than $z'$, Wick's theorem gives the connected average

$$\langle c_1^\dagger(z)c_2(z')\rangle\langle c_1(z)c_2^\dagger(z')\rangle=(-iG_{21}^<)(iG_{12}^>)=G^>_{12}(z,z')G^<_{21}(z',z).$$

For $z$ earlier than $z'$ the same steps give $\langle c_2^\dagger(z')c_1(z)\rangle\langle c_2(z')c_1^\dagger(z)\rangle=G^<_{12}(z,z')G^>_{21}(z',z)$. Define $\chi(z,z')=-i\left[\langle T_C\,n_1(z)n_2(z')\rangle-\langle n_1(z)\rangle\langle n_2(z')\rangle\right]$. With two spins, $\chi(z,z')=-2i\,G_{12}(z,z')G_{21}(z',z)$, and $\chi^R$ follows from the last box. For the two-site quench above with $U=0$, $t=3$ fs and $t'=1.2$ fs, both this rule and the many-body commutator $-i\langle[n_1(t),n_2(t')]\rangle$ give $-0.1858$.

## A level attached to a chain

A spinless level $d$ is coupled by $V(d^\dagger c_1+c_1^\dagger d)$ to the end of an 80-site chain. The parameters are $V=0.5$ eV, chain hopping 1 eV, $kT=0.1$ eV and $\mu=0$. The coupled system is in equilibrium until the level jumps from $-0.5$ to $+0.5$ eV at $t=0$.

Let $g$ be the Green's function of the isolated chain, with matrix $h_c$. The equation of motion in the second argument is

$$-i\partial_{z'}G_{dk}(z,z')=\sum_lG_{dl}(z,z')(h_c)_{lk}+G_{dd}(z,z')V\delta_{k1}.$$

The function $F_k=\int_Cd\bar z\,G_{dd}(z,\bar z)\,V\,g_{1k}(\bar z,z')$ obeys the same equation, because $g$ obeys $-i\partial_{z'}g=gh_c+\delta$. The difference $D=G_{d\,\cdot}-F$ then solves $-i\partial_{z'}D=Dh_c$. Its evolution cancels over the two horizontal branches, and on the vertical one $\partial_{z'}=i\partial_\tau$ gives $D(-i\beta)=D(0)e^{\beta h_c}$. The boundary condition requires $D(-i\beta)=-D(0)$, so $D(0)(1+e^{\beta h_c})=0$. That matrix is positive, hence $D=0$ and $G_{d1}=\int_CG_{dd}Vg_{11}$. The lesser rule gives

$$G^<_{d1}(t,t)=V\left[G^R_{dd}\cdot g^<_{11}+G^<_{dd}\cdot g^A_{11}+G^\rceil_{dd}\star g^\lceil_{11}\right](t,t).$$

The particle current into the level follows from $\dot n_d=i\langle[H,n_d]\rangle$ and $\langle c_1^\dagger d\rangle=-iG^<_{d1}(t,t)$:

$$\dot n_d=iV\left(\langle c_1^\dagger d\rangle-\langle d^\dagger c_1\rangle\right)=-2V\,\mathrm{Im}\langle c_1^\dagger d\rangle=2V\,\mathrm{Re}\,G^<_{d1}(t,t).$$

In laboratory units the right side is divided by $\hbar=0.6582$ eV fs.

At $t=0$ the real-time integrals have zero length. The vertical term alone supplies the initial bond correlation $\langle c_1^\dagger d\rangle=-0.2345$, which is real and carries no current. Later, in electrons per fs:

| $t$ (fs) | $n_d$ | $\dot n_d$ | without vertical term |
|---|---|---|---|
| 0.5 | 0.805 | −0.2357 | −0.1925 |
| 1 | 0.659 | −0.3239 | −0.2868 |
| 2 | 0.374 | −0.2206 | −0.1926 |
| 5 | 0.141 | −0.0095 | −0.0113 |
| 10 | 0.132 | −0.0003 | −0.0002 |

The third column agrees with the time derivative of the exactly computed $n_d$. At 1 fs the vertical term contributes $-0.32385+0.28681=-0.03704$ electrons per fs, or 11 % of the current. The current there, multiplied by $e$, is $-51.9$ μA; the minus sign means that electrons leave the level.

At 5 fs the omission still costs 18 % of the current, although the vertical part of $G^<_{d1}$ has fallen from 0.2345 to 0.0019 in modulus. The current itself has become small by then, so the absolute size of the neglected term is a poor measure of the relative error. Note also that $G_{dd}$ was kept for the correlated initial state. The last column is therefore a truncated formula, not the current from an initially uncoupled level.

By 20 fs the modulus of the vertical part is $2.8\times10^{-7}$ of its initial value. The modulus oscillates as it falls, between about $4\times10^{-8}$ and $7\times10^{-7}$ of its initial value from 19 to 21 fs. The decay lasts only until the reflection from the far end of the chain arrives: at the largest group velocity, 2 eV$/\hbar$ in sites per unit time, the round trip over 80 sites takes about 53 fs, and the vertical part then returns to about a third of its initial value. The decay belongs to the chain and is not a general property of the contour. With a single bath site at zero energy, $g^\lceil_{11}(\tau,t)$ does not depend on $t$, and $G^\rceil_{dd}(t,\tau)$ contains two frequencies. The modulus of the vertical term is then periodic, with period $2\pi\hbar$ divided by the splitting of the two levels. Between 20 and 30 fs it returns to 1.00 times its initial value, so in such a system the vertical term cannot be dropped by waiting.

The numerical check compares all convolution rules, for functions without singular parts, with direct integration along the contour and with exact propagators of this model.

## Numbers as computed

```
hbar = 0.658212 eV fs
largest error, rules vs contour integral: 5.0e-15
largest error, rules vs exact G_d1: 3.0e-15
FORWARD BRANCH ONLY (one electron, two sites)
hopping 0.5 eV, peak tilt 1.0 eV (site 1 minus site 2)
fast pulse, width 1.0 fs: |<Phi|U|Phi>| = 0.853500
  true n_1 at pulse centre = 0.148402
  forward-only ratio = 0.017343 -0.173007 i
slow pulse, width 20.0 fs: |<Phi|U|Phi>| = 1.000000
  true n_1 at pulse centre = 0.146256
  forward-only ratio = 0.146256 -0.000000 i
FIRST ORDER IN REPULSION U (two sites with spin)
kT = 0.1 eV, hopping 0.5 eV, tilt -1.0 -> 1.0 eV
d n_1/dU at t = 2.0 fs, in 1/eV:
  horizontal branches   -0.104302
  vertical branch       -0.256424
  sum                   -0.360725
  exact, U always on    -0.360725
  exact, U on from t=0  -0.104302
PRODUCT RULES (same two sites, U = 0, t = 3 fs, t' = 1.2 fs)
density -i<[n1,n2]>: exact -0.185775, rule -0.185775
pair correlator modulus: exact 0.653358, rule 0.653358
LEVEL COUPLED TO CHAIN (spinless)
V = 0.5 eV, chain hopping 1.0 eV, 80 sites, kT = 0.1 eV
level -0.5 -> 0.5 eV, mu = 0 eV
n_d before the jump = 0.868561
<c1^+ d> at t=0: exact -0.234510, vertical term -0.234510
dn_d/dt in electrons/fs; last column |vertical part of G<_d1|
t(fs)   n_d      exact     rule      no vert.  |vert.|
  0.5 0.80541 -0.235683 -0.235684 -0.192548 1.85e-01
  1.0 0.65874 -0.323850 -0.323850 -0.286808 9.68e-02
  2.0 0.37357 -0.220558 -0.220558 -0.192568 2.24e-02
  5.0 0.14134 -0.009549 -0.009549 -0.011259 1.92e-03
 10.0 0.13169 -0.000252 -0.000252 -0.000242 1.46e-05
 20.0 0.13144 -0.000000 -0.000000 +0.000000 6.49e-08
particle current at 1 fs = -51.887 microampere (times e)
vertical part at 20 fs / at 0 fs, chain: 2.77e-07
largest such ratio, 20-30 fs, one-site bath: 1.0000
```
